# Splitting, redistribution and recombination rates from first-order quartic anharmonicity: a numerical check

```python
"""Result under test: first-order golden-rule four-phonon relaxation rate
  G = (2 pi/hbar^2) sum_123 |V|^2 { (1/6) n1 n2 n3/n0           d(w0-w1-w2-w3)
                                 + (1/2) (1+n1) n2 n3/n0       d(w0+w1-w2-w3)
                                 + (1/2) (1+n1)(1+n2) n3/n0    d(w0+w1+w2-w3) }
for H4 = (1/24) sum V A A A A, A = a(q) + a^dagger(-q).
n: Bose numbers, w: angular frequencies, d: delta function, sums over ordered
labels.  The three terms are splitting, redistribution and recombination.
The example is a diamond lattice with Morse bonds and harmonic bond bending."""
from itertools import combinations_with_replacement, permutations, product
from collections import Counter
from math import factorial
import numpy as np
import mpmath as mp
from scipy import sparse
from scipy.constants import hbar, k as kB, atomic_mass, pi

rng = np.random.default_rng(7)
THz = 2 * pi * 1e12


def symmetrize(tensor):
    orders = list(permutations(range(tensor.ndim)))
    return sum(np.transpose(tensor, p) for p in orders) / len(orders)


def annihilators(levels):
    ops = []
    for i, size in enumerate(levels):
        lower = sparse.csr_matrix(np.diag(np.sqrt(np.arange(1.0, size)), 1))
        left = sparse.identity(int(np.prod(levels[:i])))
        right = sparse.identity(int(np.prod(levels[i + 1:])))
        ops.append(sparse.kron(sparse.kron(left, lower), right).tocsr())
    return ops


# ---- Test: mode-space coupling of a quartic ring against Fock-space action
def test_ring():
    sites, g = 6, 0.37
    levels = [4] * 5
    a = annihilators(levels)
    freq = {q: 2 * np.sin(pi * q / sites) for q in range(1, sites)}
    step = {q: np.exp(2j * pi * q / sites) - 1 for q in freq}
    start = (1, 2, 1, 1, 2)
    vec = np.zeros(4**5, complex)
    vec[np.ravel_multi_index(start, levels)] = 1
    out = np.zeros_like(vec)
    for site in range(sites):
        stretch = sum(step[q] * np.exp(2j * pi * q * site / sites)
                      / np.sqrt(2 * sites * freq[q])
                      * (a[q - 1] + a[sites - q - 1].T) for q in freq)
        v = vec
        for _ in range(4):
            v = stretch @ v
        out += g / 24 * v
    worst = 0
    for lost, made in [((2,), (1, 3, 4)), ((1, 5), (2, 4)), ((1, 3, 4), (2,))]:
        end = list(start)
        predicted = sites * g
        for q in lost:
            predicted *= step[q] * np.sqrt(start[q-1] / (2*sites*freq[q]))
            end[q - 1] -= 1
        for q in made:
            predicted *= (np.conj(step[q])
                          * np.sqrt((start[q-1] + 1) / (2*sites*freq[q])))
            end[q - 1] += 1
        found = out[np.ravel_multi_index(end, levels)]
        worst = max(worst, abs(found / predicted - 1))
    assert worst < 1e-10
    return worst


# ---- Gain-loss brackets for the three channels
def bracket(channel, n0, n1, n2, n3):
    if channel == 0:
        return n0*(1+n1)*(1+n2)*(1+n3) - (1+n0)*n1*n2*n3
    if channel == 1:
        return n0*n1*(1+n2)*(1+n3) - (1+n0)*(1+n1)*n2*n3
    return n0*n1*n2*(1+n3) - (1+n0)*(1+n1)*(1+n2)*n3


# ---- Test: weights 1/6, 1/2, 1/2 against a sum over all Fock transitions
def test_weights():
    levels = [8] * 4
    freq = np.array([2.0, 0.5, 0.8, 1.1])
    mean = np.array([0.15, 0.03, 0.07, 0.05])
    coupling = symmetrize(rng.normal(size=(4, 4, 4, 4)))
    x = [(op + op.T).tocsr() for op in annihilators(levels)]
    pair = [[x[i] @ x[j] for j in range(4)] for i in range(4)]
    H = sum(pair[i][j] @ sum(coupling[i, j, k, l] * pair[k][l]
                             for k in range(4) for l in range(4))
            for i in range(4) for j in range(4)) / 24
    H = H.tocoo()
    occ = np.array(list(product(range(8), repeat=4)))
    prob = np.prod((mean / (1 + mean))**occ / (1 + mean), axis=1)
    change = occ[H.row] - occ[H.col]
    four = (np.abs(change).sum(1) == 4) & (np.abs(change[:, 0]) == 1)
    kind = -change[:, 0] * change.sum(1)

    def line(energy):
        return 1 / (1 + energy**2)
    flow = prob[H.col] * H.data**2 * change[:, 0] * line(change @ freq)
    signs = [(-1, -1, -1), (1, -1, -1), (1, 1, -1)]
    errors = []
    for channel, label in enumerate((2, 0, -2)):
        direct = flow[four & (kind == label)].sum()
        formula = 0
        for i, j, k in product((1, 2, 3), repeat=3):
            if channel == 1 and i in (j, k) or channel == 2 and k in (i, j):
                continue
            gap = freq[0] + np.dot(signs[channel], freq[[i, j, k]])
            formula -= ((1/6, 1/2, 1/2)[channel] * coupling[0, i, j, k]**2
                        * bracket(channel, *mean[[0, i, j, k]]) * line(gap))
        errors.append(abs(direct / formula - 1))
    assert max(errors) < 1e-4, errors
    return errors


# ---- Test: linearized factors, low- and high-temperature limits
def test_factors():
    def bose(w, t):
        return 1 / np.expm1(w / t)
    cases = [(0.5, 0.7, 0.9), (0.6, 1.1, None), (0.4, 0.8, None)]
    worst = high = 0
    for channel, (w1, w2, w3) in enumerate(cases):
        w0 = 2.1
        w3 = w3 if channel == 0 else (w0+w1-w2 if channel == 1 else w0+w1+w2)
        for t in (0.4, 1.0, 3.0, 1000.0):
            n0, n1, n2, n3 = (bose(w, t) for w in (w0, w1, w2, w3))
            slope = (bracket(channel, n0 + 1, n1, n2, n3)
                     - bracket(channel, n0, n1, n2, n3))
            closed = (n1*n2*n3, (1+n1)*n2*n3, (1+n1)*(1+n2)*n3)[channel] / n0
            worst = max(worst, abs(slope / closed - 1))
            if t == 1000:
                high = max(high, abs(slope / (t*t*w0/(w1*w2*w3)) - 1))
        cold = [bose(w, 0.02) for w in (w0, w1, w2, w3)]
        slope = bracket(channel, 1, *cold[1:]) - bracket(channel, 0, *cold[1:])
        assert abs(slope - (channel == 0)) < 1e-6
    assert worst < 1e-5 and high < 0.01
    return high


# ---- Test: exact decay of one phonon into a dense set of three-phonon states
def test_decay():
    count, v, centre = 20, 0.0018, 1.5
    bath = (np.arange(count) + 0.5) / count
    triples = list(combinations_with_replacement(range(count), 3))
    energy = [centre] + [bath[list(t)].sum() for t in triples]
    H = np.diag(energy)
    H[0, 1:] = H[1:, 0] = [
        v / np.sqrt(np.prod([factorial(m) for m in Counter(t).values()]))
        for t in triples]
    values, vectors = np.linalg.eigh(H)
    times = np.linspace(20, 80, 31)
    amplitude = np.exp(-1j * np.outer(times, values)) @ vectors[0]**2
    exact = -np.polyfit(times, np.log(np.abs(amplitude)**2), 1)[0]
    density = count**3 * 0.75   # three uniform variables, sum at its centre
    golden = 2 * pi * v**2 * density / 6
    assert abs(exact / golden - 1) < 0.04, (exact, golden)
    return exact, golden


# ---- Test: exchange of one phonon between two cubic vertices
def test_exchange():
    levels = [2, 2, 2, 2, 7]
    freq = np.array([1.0, 0.7, 1.1, 0.6, 2.3])
    x = [op + op.T for op in annihilators(levels)]
    p, r = 0.3, 0.5
    H = (p * x[0] @ x[1] @ x[4] + r * x[2] @ x[3] @ x[4]).toarray()
    energy = np.array(list(product(*map(range, levels)))) @ freq
    i = np.ravel_multi_index((1, 1, 0, 0, 3), levels)
    f = np.ravel_multi_index((0, 0, 1, 1, 3), levels)
    path = H[f] * H[:, i]
    used = path != 0
    direct = np.sum(path[used] / (energy[i] - energy[used]))
    transfer = freq[0] + freq[1]
    formula = -p * r * 2 * freq[4] / (freq[4]**2 - transfer**2)
    assert abs(direct / formula - 1) < 1e-10


ring_error = test_ring()
weight_errors = test_weights()
high_error = test_factors()
decay_exact, decay_golden = test_decay()
test_exchange()

# ---- Model crystal, SI units inside the program
stretch_k, bend_k = 140.0, 6.0
morse_a, bond_r = 13e9, 0.235e-9
mass = 28.1 * atomic_mass
g3, g4 = -3 * morse_a * stretch_k, 7 * morse_a**2 * stretch_k
bonds = np.array([[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]]) / 3**0.5
cells = np.array([[0, 0, 0], [-1, 0, 0], [0, -1, 0], [0, 0, -1]])
eye = np.eye(3)


def bond_tensors(b):
    kr, kr2 = stretch_k / bond_r, stretch_k / bond_r**2
    third = ((g3 - 3*kr) * np.einsum('i,j,k->ijk', b, b, b)
             + 3*kr * np.einsum('i,jk->ijk', b, eye))
    fourth = ((g4 - 6*g3/bond_r + 15*kr2)
              * np.einsum('i,j,k,l->ijkl', b, b, b, b)
              + (6*g3/bond_r - 18*kr2) * np.einsum('i,j,kl->ijkl', b, b, eye)
              + 3*kr2 * np.einsum('ij,kl->ijkl', eye, eye))
    return symmetrize(third), symmetrize(fourth)


T3 = np.array([bond_tensors(b)[0] for b in bonds])
T4 = np.array([bond_tensors(b)[1] for b in bonds])


def test_bond():
    mp.mp.dps = 40
    u, v = np.array([0.6, 0.3, -0.5]), np.array([-0.2, 0.9, 0.4])
    b = bonds[1]

    def morse(x, y):
        r = mp.sqrt(sum((mp.mpf(float(bond_r * b[i])) + x * float(u[i])
                         + y * float(v[i]))**2 for i in range(3)))
        depth = mp.mpf(stretch_k) / (2 * mp.mpf(morse_a)**2)
        return depth * (1 - mp.exp(-morse_a * (r - mp.mpf(bond_r))))**2
    d4 = float(mp.diff(morse, (0, 0), (2, 2)))
    d3 = float(mp.diff(morse, (0, 0), (2, 1)))
    f4 = np.einsum('ijkl,i,j,k,l', T4[1], u, u, v, v)
    f3 = np.einsum('ijk,i,j,k', T3[1], u, u, v)
    assert abs(d4 / f4 - 1) < 1e-6 and abs(d3 / f3 - 1) < 1e-6


test_bond()


def modes(q):
    """Frequencies [q,branch] and bond displacements [q,branch,bond,axis]."""
    q = np.atleast_2d(q)
    phase = np.exp(2j * pi * q @ cells.T)[:, :, None, None]
    to_b = np.zeros((len(q), 4, 3, 6), complex)
    to_a = np.zeros_like(to_b)
    to_b[..., 3:], to_b[..., :3] = phase * eye, -eye
    to_a[..., :3], to_a[..., 3:] = phase.conj() * eye, -eye
    rows = [stretch_k**0.5 * (bonds[i] @ to_b[:, i]) for i in range(4)]
    for i in range(4):
        for j in range(i):
            for gap in (to_b, to_a):
                rows.append(bend_k**0.5 * (bonds[j] @ gap[:, i]
                                           + bonds[i] @ gap[:, j]))
    R = np.stack(rows, axis=1)
    w2, e = np.linalg.eigh(R.conj().swapaxes(1, 2) @ R / mass)
    return (np.sqrt(np.maximum(w2, 0)),
            np.einsum('qbcm,qmj->qjbc', to_b, e))


def occupation(w, temperature):
    return 1 / np.expm1(hbar * w / (kB * temperature))


def delta(x, width):
    return np.exp(-0.5 * (x / width)**2) / (width * np.sqrt(2 * pi))


def grid_points(mesh):
    return np.array(list(product(range(mesh), repeat=3)))


def four_phonon(q0, pick, mesh, temps, width):
    """Rates [temperature, channel]; degenerate picked modes are averaged."""
    grid = grid_points(mesh)
    total = len(grid)
    w0, d0 = modes(q0)
    w0, d0 = w0[0, pick].mean(), d0[0, pick]
    wa, da = modes((grid + 1/3) / mesh)
    wc, dc = modes(-q0 - (grid + 2/3) / mesh)
    na = [occupation(wa, t) for t in temps]
    nc = [occupation(wc, t) for t in temps]
    rates = np.zeros((len(temps), 3))
    for i in range(total):
        third = ((grid[i] + grid) % mesh) @ np.array([mesh**2, mesh, 1])
        w1 = wa[i][None, :, None, None]
        w2 = wa[:, None, :, None]
        w3 = wc[third][:, None, None, :]
        last = dc[third].reshape(total, 6, 12).swapaxes(1, 2)
        strength = 0
        for d in d0:
            half = np.einsum('bdef,jbd->jbef',
                             np.einsum('bcdef,bc->bdef', T4, d), da[i])
            part = np.einsum('jbef,qkbe->qjkbf', half, da)
            F = part.reshape(total, 36, 12) @ last
            strength = strength + (F.real**2 + F.imag**2) / len(d0)
        strength = strength.reshape(total, 6, 6, 6) / (w0 * w1 * w2 * w3)
        shell = [strength * delta(w0 - w1 - w2 - w3, width),
                 strength * delta(w0 + w1 - w2 - w3, width),
                 strength * delta(w0 + w1 + w2 - w3, width)]
        for t in range(len(temps)):
            n1 = na[t][i][None, :, None, None]
            n2 = na[t][:, None, :, None]
            n3 = nc[t][third][:, None, None, :]
            factors = [((1+n1)*(1+n2)*(1+n3) - n1*n2*n3) / 6,
                       (n1*(1+n2)*(1+n3) - (1+n1)*n2*n3) / 2,
                       (n1*n2*(1+n3) - (1+n1)*(1+n2)*n3) / 2]
            for c in range(3):
                rates[t, c] += np.sum(shell[c] * factors[c])
    return rates * 2*pi / hbar**2 * (hbar / (2*mass))**4 / total**2


def three_phonon(q0, pick, mesh, temperature, width):
    grid = grid_points(mesh)
    w0, d0 = modes(q0)
    w0, d0 = w0[0, pick].mean(), d0[0, pick]
    q1 = (grid + 1/3) / mesh
    w1, d1 = modes(q1)
    w2, d2 = modes(-q0 - q1)
    strength = 0
    for d in d0:
        half = np.einsum('bde,qjbd->qjbe', np.einsum('bcde,bc->bde', T3, d), d1)
        F = (half.reshape(len(grid), 6, 12)
             @ d2.reshape(len(grid), 6, 12).swapaxes(1, 2))
        strength = strength + np.abs(F)**2 / len(d0)
    w1, w2 = w1[:, :, None], w2[:, None, :]
    n1, n2 = occupation(w1, temperature), occupation(w2, temperature)
    phase_space = (0.5 * (1 + n1 + n2) * delta(w0 - w1 - w2, width)
                   + (n1 - n2) * delta(w0 + w1 - w2, width))
    return (2*pi / hbar**2 * (hbar / (2*mass))**3 / len(grid)
            * np.sum(strength * phase_space / (w0 * w1 * w2)))


def exchange_size(q0, branch, width, samples=200):
    """Median cubic-exchange and summed amplitudes over median quartic one,
    for nearly energy-conserving redistribution events."""
    quartic, exchange = [], []
    w0, d0 = modes(q0)
    for _ in range(samples):
        q = [q0, rng.random(3), rng.random(3)]
        q.append(-q[0] - q[1] - q[2])
        w, d = modes(np.array(q[1:]))
        gap = (w0[0, branch] + w[0][:, None, None]
               - w[1][None, :, None] - w[2][None, None, :])
        j = np.unravel_index(np.argmin(np.abs(gap)), gap.shape)
        s = [w0[0, branch], w[0, j[0]], -w[1, j[1]], -w[2, j[2]]]
        e = [d0[0, branch]] + [d[m, j[m]] for m in range(3)]
        quartic.append(np.einsum('bcdef,bc,bd,be,bf->', T4, *e))
        amplitude = 0
        for a, b, c, f in [(0, 1, 2, 3), (0, 2, 1, 3), (0, 3, 1, 2)]:
            wj, dj = modes(-(q[a] + q[b]))
            left = np.einsum('bcde,bc,bd,jbe->j', T3, e[a], e[b], dj[0])
            right = np.einsum('bcde,bc,bd,jbe->j', T3, e[c], e[f],
                              dj[0].conj())
            pole = wj[0]**2 - (s[a] + s[b] + 1j * width)**2
            amplitude -= np.sum(left * right / (mass * pole))
        exchange.append(amplitude)
    quartic, exchange = np.array(quartic), np.array(exchange)
    scale = np.median(np.abs(quartic))
    return (np.median(np.abs(exchange)) / scale,
            np.median(np.abs(quartic + exchange)) / scale)


temps, width = (300.0, 400.0), 0.4 * THz
cases = {'optical': (np.zeros(3), [3, 4, 5]),
         'acoustic': (np.array([0, 0.25, 0.25]), [2])}
w_gamma = modes(np.zeros(3))[0][0, 5]
w_formula = np.sqrt((8 * stretch_k + 32 * bend_k) / (3 * mass))
assert abs(w_gamma / w_formula - 1) < 1e-10
band_top = modes((grid_points(6) + 1/3) / 6)[0].max()
assert band_top < 1.01 * w_gamma

print(f"Ring matrix elements, largest relative error: {ring_error:.1e}")
print("Weight test, relative errors: "
      + ", ".join(f"{e:.1e}" for e in weight_errors))
print(f"High-T factor, largest relative deviation: {high_error:.1e}")
print(f"Decay test, exact rate: {decay_exact:.5f} (model units)")
print(f"Decay test, golden-rule rate: {decay_golden:.5f} (model units)")
print(f"Stretch stiffness: {stretch_k:.0f} N/m")
print(f"Bending stiffness: {bend_k:.0f} N/m")
print(f"Morse range parameter: {morse_a*1e-9:.0f} 1/nm")
print(f"Bond length: {bond_r*1e9:.3f} nm")
print(f"Atomic mass: {mass/atomic_mass:.1f} u")
print(f"Cubic bond constant: {g3*1e-9:.0f} N/m/nm")
print(f"Quartic bond constant: {g4*1e-18:.0f} N/m/nm^2")
print(f"Gaussian width: {width/THz:.1f} THz; main mesh: 6 x 6 x 6")
print(f"Highest frequency on offset mesh: {band_top/THz:.2f} THz")

for name, (q0, pick) in cases.items():
    w0 = modes(q0)[0][0, pick].mean()
    rates = four_phonon(q0, pick, 6, temps, width)
    sums = rates.sum(axis=1)
    coarse = four_phonon(q0, pick, 5, temps[:1], width).sum()
    wide = four_phonon(q0, pick, 5, temps[:1], 1.5 * width).sum()
    cubic = three_phonon(q0, pick, 14, temps[0], width)
    assert np.all(sums > 0) and abs(coarse / sums[0] - 1) < 0.3
    if name == 'optical':
        assert abs(rates[0, 2]) < 1e-3 * sums[0]
    print(f"{name}: frequency {w0/THz:.2f} THz, "
          f"n0(300 K) = {occupation(w0, 300.0):.4f}")
    for t, row in zip(temps, rates):
        print(f"{name} {t:.0f} K splitting: {row[0]*1e-9:.4g} 1/ns")
        print(f"{name} {t:.0f} K redistribution: {row[1]*1e-9:.4g} 1/ns")
        print(f"{name} {t:.0f} K recombination: {row[2]*1e-9:.4g} 1/ns")
        print(f"{name} {t:.0f} K quartic total: {row.sum()*1e-9:.4g} 1/ns")
    print(f"{name} 300 K quartic lifetime: {1e12/sums[0]:.4g} ps")
    power = np.log(sums[1] / sums[0]) / np.log(temps[1] / temps[0])
    print(f"{name} temperature exponent, 300 to 400 K: {power:.2f}")
    print(f"{name} 300 K total, mesh 5: {coarse*1e-9:.4g} 1/ns")
    print(f"{name} 300 K total, mesh 5, width 0.6 THz: {wide*1e-9:.4g} 1/ns")
    print(f"{name} 300 K three-phonon rate: {cubic*1e-9:.4g} 1/ns")
    print(f"{name} quartic/three-phonon ratio: {sums[0]/cubic:.4f}")
    print(f"{name} quartic rate / angular frequency: {sums[0]/w0:.2e}")

q0 = cases['acoustic'][0]
ratio, combined = exchange_size(q0, 2, width)
print(f"Cubic exchange / quartic amplitude, medians: {ratio:.2f}")
print(f"Summed / quartic amplitude, medians: {combined:.2f}")
shift = np.array([0, 1e-4, 1e-4])
lattice = 4 * bond_r / np.sqrt(3)
speed = ((modes(q0 + shift)[0][0, 2] - modes(q0 - shift)[0][0, 2])
         / (2e-4 * 4 * pi / lattice))
film = 50e-9
print(f"Acoustic group speed: {speed*1e-3:.2f} km/s")
print(f"Boundary rate, {film*1e9:.0f} nm film: {speed/film*1e-9:.4g} 1/ns")
print("verified")
```

Output:

```
Ring matrix elements, largest relative error: 2.5e-15
Weight test, relative errors: 5.5e-06, 4.6e-06, 4.7e-06
High-T factor, largest relative deviation: 3.0e-07
Decay test, exact rate: 0.02067 (model units)
Decay test, golden-rule rate: 0.02036 (model units)
Stretch stiffness: 140 N/m
Bending stiffness: 6 N/m
Morse range parameter: 13 1/nm
Bond length: 0.235 nm
Atomic mass: 28.1 u
Cubic bond constant: -5460 N/m/nm
Quartic bond constant: 165620 N/m/nm^2
Gaussian width: 0.4 THz; main mesh: 6 x 6 x 6
Highest frequency on offset mesh: 15.39 THz
optical: frequency 15.41 THz, n0(300 K) = 0.0929
optical 300 K splitting: 2.254 1/ns
optical 300 K redistribution: 36.66 1/ns
optical 300 K recombination: 2.068e-06 1/ns
optical 300 K quartic total: 38.92 1/ns
optical 400 K splitting: 3.76 1/ns
optical 400 K redistribution: 70.41 1/ns
optical 400 K recombination: 3.74e-06 1/ns
optical 400 K quartic total: 74.17 1/ns
optical 300 K quartic lifetime: 25.69 ps
optical temperature exponent, 300 to 400 K: 2.24
optical 300 K total, mesh 5: 38.79 1/ns
optical 300 K total, mesh 5, width 0.6 THz: 38.3 1/ns
optical 300 K three-phonon rate: 395.5 1/ns
optical quartic/three-phonon ratio: 0.0984
optical quartic rate / angular frequency: 4.02e-04
acoustic: frequency 6.59 THz, n0(300 K) = 0.5346
acoustic 300 K splitting: 0.0007983 1/ns
acoustic 300 K redistribution: 2.671 1/ns
acoustic 300 K recombination: 0.6365 1/ns
acoustic 300 K quartic total: 3.308 1/ns
acoustic 400 K splitting: 0.001402 1/ns
acoustic 400 K redistribution: 5.362 1/ns
acoustic 400 K recombination: 1.238 1/ns
acoustic 400 K quartic total: 6.601 1/ns
acoustic 300 K quartic lifetime: 302.3 ps
acoustic temperature exponent, 300 to 400 K: 2.40
acoustic 300 K total, mesh 5: 3.29 1/ns
acoustic 300 K total, mesh 5, width 0.6 THz: 3.287 1/ns
acoustic 300 K three-phonon rate: 66.13 1/ns
acoustic quartic/three-phonon ratio: 0.0500
acoustic quartic rate / angular frequency: 7.99e-05
Cubic exchange / quartic amplitude, medians: 1.22
Summed / quartic amplitude, medians: 1.22
Acoustic group speed: 6.55 km/s
Boundary rate, 50 nm film: 131 1/ns
verified
```
